\section*{Positive and negative path weights from determinants of free fermion propagators}

\section{Signs of determinant links}

Consider $N$ identical spin-polarized fermions in $d$ dimensions at inverse temperature $\beta$. Divide $\beta$ into $M$ links of length $\epsilon=\beta/M$, and let $R_k=(\mathbf r_1^k,\dots,\mathbf r_N^k)$ be the positions on slice $k$. If every link is antisymmetrized, the partition function is
\begin{align}
Z_F&=\int dR_1\cdots dR_M\;W(R_1,\dots,R_M),\nonumber\\
W&=\prod_{k=1}^{M}\frac{1}{N!}\det\!\big[g(\mathbf r_i^k,\mathbf r_j^{k+1})\big]\,e^{-\epsilon V(R_k)},
\label{eq:W}
\end{align}
with $R_{M+1}=R_1$ and the free propagator
\begin{equation}
g(\mathbf r,\mathbf r')=\Big(\frac{\alpha}{2\pi}\Big)^{d/2}e^{-\alpha|\mathbf r-\mathbf r'|^2/2},
\qquad \alpha=\frac{m}{\hbar^2\epsilon}.
\label{eq:g}
\end{equation}
The weights have these signs:
\begin{enumerate}
\item[(a)] for $M=2$, $W\ge0$ in every dimension;
\item[(b)] on the infinite line, $d=1$, $W\ge0$ for every $M$ and $N$;
\item[(c)] for $d\ge2$, $M\ge3$ and $N\ge2$, $W<0$ on a set of paths of nonzero measure.
\end{enumerate}
In unbounded space, with the propagator \eqref{eq:g}, three links in the plane are thus the smallest case in which negative weights occur; two particles on a periodic ring, treated below, behave differently. A weight can vanish, for instance when two fermions coincide, so ``positive'' means non-negative in (a) and (b).

\subsection{One determinant on every link}

The Hamiltonian is $H=T+V$, where $T$ is the kinetic energy and $V(R)$ is real, local and unchanged when particles are relabelled. It may contain interactions. The symmetric short-time product
\begin{equation}
L=e^{-\epsilon V/2}e^{-\epsilon T}e^{-\epsilon V/2}
\label{eq:L}
\end{equation}
replaces $e^{-\epsilon H}$. This is the one approximation made here, so $Z_F$ depends on $M$.

Let $P$ run over the $N!$ permutation operators. The antisymmetrizer
\begin{equation}
A=\frac1{N!}\sum_P \mathrm{sgn}(P)\,P
\label{eq:A}
\end{equation}
is a projector. In $A^2$ the sign of a product is the product of the signs, and each permutation arises from $N!$ pairs, so
\[
A^2=\frac{1}{(N!)^2}\,N!\sum_P\mathrm{sgn}(P)\,P=A .
\]
Both $T$ and $V$ are symmetric under relabelling, hence $AL=LA$. The fermion trace is the trace over all states of distinguishable particles with one factor $A$ inserted. Since $A=A^M$, the factors can be distributed:
\begin{equation}
Z_F=\mathrm{Tr}\,[A L^M]=\mathrm{Tr}\,[A^M L^M]=\mathrm{Tr}\,[(AL)^M].
\label{eq:insert}
\end{equation}
Antisymmetrizing every link therefore leaves the trace unchanged. It does change how the trace is divided among paths.

Insert $\int dR\,|R\rangle\langle R|=1$ between the links. The free propagator of $N$ particles is a product of one-particle propagators, so
\begin{align}
\langle R|A\,e^{-\epsilon T}|R'\rangle
&=\frac1{N!}\sum_P\mathrm{sgn}(P)\prod_{i=1}^N g(\mathbf r_i,\mathbf r'_{P(i)})\nonumber\\
&=\frac1{N!}\det[g(\mathbf r_i,\mathbf r'_j)].
\label{eq:det}
\end{align}
The second line is the definition of a determinant. Each slice receives $e^{-\epsilon V/2}$ from the link on either side, which gives $e^{-\epsilon V(R_k)}$ and hence \eqref{eq:W}. These factors are positive, so the sign of $W$ is the sign of the product of determinants. Below, $D(R,R')$ denotes $\det[g(\mathbf r_i,\mathbf r'_j)]$.

\subsection{Two links}

The propagator is real and $g(\mathbf r,\mathbf r')=g(\mathbf r',\mathbf r)$. The matrix for the return link is therefore the transpose of that for the outward link, and a transpose has the same determinant. Thus
\begin{equation}
D(R_1,R_2)\,D(R_2,R_1)=D(R_1,R_2)^2\ge0,
\label{eq:two}
\end{equation}
which proves (a). The dimension plays no part. The price is that $\epsilon=\beta/2$ is fixed by the temperature, so the time-step error cannot be reduced by adding links.

\subsection{Any number of links on a line}

The proof of (b) first needs the sign for two equal slices. The Gaussian \eqref{eq:g} has the Fourier representation
\[
g(\mathbf r,\mathbf r')=\int\!\frac{d^dk}{(2\pi)^d}\,e^{-k^2/2\alpha}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')},
\]
so for any complex numbers $c_i$
\begin{equation}
\sum_{ij}c_i^*\,g(\mathbf r_i,\mathbf r_j)\,c_j
=\int\!\frac{d^dk}{(2\pi)^d}\,e^{-k^2/2\alpha}\Big|\sum_j c_je^{-i\mathbf k\cdot\mathbf r_j}\Big|^2 .
\label{eq:gram}
\end{equation}
The inner sum is the Fourier transform of $\sum_jc_j\delta(\mathbf r-\mathbf r_j)$. For distinct points it vanishes for all $\mathbf k$ only if every $c_j=0$. The matrix is therefore positive definite, and $D(R,R)>0$ in any dimension.

Now let $d=1$ and expand the square in the exponent of $g$:
\begin{equation}
D(R,R')=\Big(\frac{\alpha}{2\pi}\Big)^{N/2}
e^{-\alpha\sum_i(x_i^2+x_i'^2)/2}\,\det\big[e^{\alpha x_ix'_j}\big].
\label{eq:1d}
\end{equation}
The factors $e^{-\alpha x_i^2/2}$ came out of the rows and $e^{-\alpha x_j'^2/2}$ out of the columns. The remaining determinant cannot vanish when the $x_i$ are distinct and the $x'_j$ are distinct. This follows from a bound on zeros: a function
\begin{equation}
f(x)=\sum_{j=1}^N c_je^{b_jx},\qquad b_j\ \text{real and distinct},
\label{eq:f}
\end{equation}
with coefficients not all zero has at most $N-1$ real zeros. For $N=1$ there are none. Suppose the bound holds for $N-1$ terms. The function $e^{-b_Nx}f(x)$ has the same zeros as $f$, and its derivative is
\[
\sum_{j=1}^{N-1}c_j(b_j-b_N)\,e^{(b_j-b_N)x}.
\]
If $c_1,\dots,c_{N-1}$ all vanish, $f$ is a single exponential without zeros. Otherwise the derivative has at most $N-2$ zeros by the induction hypothesis. By Rolle's theorem a zero of the derivative lies between any two neighbouring zeros of the function, so $f$ has at most $N-1$.

If $\det[e^{\alpha x_ix'_j}]$ were zero, some nonzero combination of its columns would vanish. Then \eqref{eq:f} with $b_j=\alpha x'_j$ would have the $N$ zeros $x_1,\dots,x_N$, one too many.

Take both slices in increasing order, $x_1<\dots<x_N$ and $x'_1<\dots<x'_N$. Such pairs of slices form a convex and hence connected set, on which $D$ is continuous and nonzero. Its sign is constant there, and the case $R'=R$ shows that it is positive. For any other labelling, sort the rows and columns. If $\sigma(R)=\pm1$ is the parity of the permutation that sorts $R$, then
\begin{equation}
\mathrm{sgn}\,D(R,R')=\sigma(R)\,\sigma(R').
\label{eq:order}
\end{equation}
Around a closed path each slice belongs to two links, so each $\sigma(R_k)$ enters squared and the product is $+1$. This proves (b).

The line matters. On a ring only the cyclic order of the particles is defined, and a path can close with its labels shifted cyclically. That shift is an odd permutation for even $N$ and an even one for odd $N$, so the mechanism shown here for $N=2$ gives no negative sign when $N$ is odd. Take a ring of circumference $\ell$ with the periodic propagator $g_\ell(x)=\sum_n g(x+n\ell,0)$, and two particles at $(k\ell/6,\;k\ell/6+\ell/2)$ for $k=0,1,2$. Write $a=g_\ell(\ell/6)$ and $b=g_\ell(\ell/3)$. In the first two links each particle is $\ell/6$ from its own next position and $\ell/3$ from the other's, so both determinants are $a^2-b^2$. In the closing link the labels are interchanged and the determinant is $b^2-a^2$. The product is $-(a^2-b^2)^3$. For a short step the nearest image dominates, so $a>b$ and the weight is negative.

\subsection{Three links in the plane}

For two particles the determinant has a closed form. Let $\mathbf C=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$, so that $\mathbf r_{1,2}=\mathbf C\pm\mathbf r/2$. Then
\[
|\mathbf r_1-\mathbf r_1'|^2+|\mathbf r_2-\mathbf r_2'|^2
=2|\mathbf C-\mathbf C'|^2+\tfrac12|\mathbf r-\mathbf r'|^2 ,
\]
and the exchanged pairing replaces $\mathbf r'$ by $-\mathbf r'$. Subtracting the two products gives
\begin{align}
D&=\Big(\frac{\alpha}{2\pi}\Big)^{d}e^{-\alpha|\mathbf C-\mathbf C'|^2}
\Big[e^{-\alpha|\mathbf r-\mathbf r'|^2/4}-e^{-\alpha|\mathbf r+\mathbf r'|^2/4}\Big]\nonumber\\
&=2\Big(\frac{\alpha}{2\pi}\Big)^{d}e^{-\alpha|\mathbf C-\mathbf C'|^2-\alpha(r^2+r'^2)/4}\,
\sinh\!\Big(\frac{\alpha\,\mathbf r\cdot\mathbf r'}{2}\Big).
\label{eq:sinh}
\end{align}
Everything but the hyperbolic sine is positive, so
\begin{equation}
\mathrm{sgn}\,W=\mathrm{sgn}\prod_{k=1}^{M}\mathbf r_k\cdot\mathbf r_{k+1}\qquad(N=2).
\label{eq:sign}
\end{equation}
In one dimension this product is $\prod_k r_k^2\ge0$, in agreement with (b). In the plane, choose three relative vectors of equal length $s$ at $120^\circ$ to one another. Each scalar product is $-s^2/2$, and the product of three negative numbers is negative.

This settles $N=2$, $M=3$, and the other cases of (c) follow from it:
\begin{itemize}
\item The determinants, which fix the sign of $W$, are continuous in the positions, so paths near this one also have negative weight. They fill a set of nonzero measure.
\item For $d>2$, place the three vectors in a plane; \eqref{eq:sign} holds in any dimension.
\item For $M>3$, repeat the last slice. Each added link contributes $D(R_3,R_3)>0$.
\item For $N>2$, add particles at fixed positions, the same on all slices, far from the pair and from one another. Matrix elements linking distant points tend to zero, and each determinant tends to its two-particle value times $g(\mathbf r,\mathbf r)^{N-2}>0$.
\end{itemize}

The physical content of the negative path is an exchange. Interchanging the labels on one slice reverses $\mathbf r_k$ and changes the sign of two determinants, which leaves $W$ unchanged. Reversing $\mathbf r_2$ in the $120^\circ$ path turns the directions $0^\circ,120^\circ,240^\circ$ into $0^\circ,-60^\circ,-120^\circ$. One more step of $-60^\circ$ leads to $-180^\circ$, which is $-\mathbf r_1$. The pair has made a half turn and closes with its labels interchanged. With two links the same half turn takes steps of $90^\circ$, for which $\mathbf r\cdot\mathbf r'=0$: the direct and exchanged terms cancel and the weight is zero, not negative. Three links resolve the rotation well enough for the exchanged term to win on the closing link.

How often \eqref{eq:sign} is negative depends on how the slices are distributed. Suppose the three directions in the plane are independent and uniform. Reverse $\mathbf r_1$ and $\mathbf r_3$ where needed to make $\mathbf r_1\cdot\mathbf r_2$ and $\mathbf r_2\cdot\mathbf r_3$ positive; $W$ does not change. The angles $\varphi_1,\varphi_3$ measured from $\mathbf r_2$ are then independent and uniform in $(-\pi/2,\pi/2)$, and $W<0$ when $|\varphi_1-\varphi_3|>\pi/2$. In the square of area $\pi^2$ this condition selects two corner triangles of area $\pi^2/8$ each, a fraction $1/4$. This fraction counts paths without regard to $|W|$. Negative paths have small scalar products and hence small $|W|$. For long steps the hyperbolic sine in \eqref{eq:sinh} is linear in $\mathbf r\cdot\mathbf r'$, so $|W|$ is proportional to the product of the three $|\cos|$ of the angles between successive directions, and with this weight the negative share is only about $4.9\%$.

\subsection{The average sign}

A simulation samples paths with probability proportional to $|W|$ and carries the sign as a factor. Averages are divided by
\begin{equation}
\langle s\rangle=\frac{\int W}{\int|W|}=\frac{Z_F}{\int|W|}.
\label{eq:s}
\end{equation}
Since $s^2=1$, the relative statistical error of $\langle s\rangle$ from $n$ independent paths is $\sqrt{(1-\langle s\rangle^2)/n}\,/\langle s\rangle$, which is large when $\langle s\rangle$ is small.

A determinant of positive elements is bounded in magnitude by the permanent, the same sum with all signs positive. Replacing determinants by permanents in \eqref{eq:W} gives the boson partition function $Z_B$ for the same $M$, because the symmetrizer is also a projector that commutes with $L$. Hence $\int|W|\le Z_B$ and
\begin{equation}
\frac{Z_F}{Z_B}\le\langle s\rangle\le1 .
\label{eq:bound}
\end{equation}
The lower bound is the average sign obtained when each permutation is sampled separately. Grouping permutations into determinants cannot make the average sign worse.

\subsection{Two fermions in a planar trap}

Take two noninteracting spin-polarized fermions in a two-dimensional harmonic trap, with $\hbar=m=\omega=1$. Lengths are in units of $a_0=\sqrt{\hbar/m\omega}$, energies in $\hbar\omega$, and $\beta=2$.

\paragraph{A negative path.} With $M=3$, $\epsilon=2/3$ and $\alpha=1/\epsilon=1.5$. Put the centre of the pair at the origin and use the $120^\circ$ path with $s=2$, so each particle is at distance 1 from the centre. From one slice to the next, a particle is $\sqrt3$ from its own new position and $1$ from the other's. Equation \eqref{eq:g} gives $g=0.02516$ and $0.11277$ respectively, and each determinant is
\[
D=0.02516^2-0.11277^2=-0.01208 .
\]
The potential energy is $V=\frac12(1+1)=1$ on each slice, so the potential factor is $e^{-3\epsilon}=e^{-2}$. The weight is
\[
W=\Big(\frac{-0.01208}{2}\Big)^3e^{-2}=-2.98\times10^{-8}\,a_0^{-12}.
\]
Slices 1 and 2 alone, closed into a two-link loop with the same $\epsilon$, have the positive determinant product $(-0.01208)^2=1.46\times10^{-4}\,a_0^{-8}$.

\paragraph{Partition functions.} For one Cartesian coordinate the link \eqref{eq:L} has the kernel
\[
\frac{1}{\sqrt{2\pi\epsilon}}\exp\!\Big[-\frac{(x-x')^2}{2\epsilon}-\frac{\epsilon}{4}(x^2+x'^2)\Big].
\]
The Mehler kernel for imaginary time $\epsilon$ of an oscillator with mass $\mu$ and frequency $\Omega$ is
\[
\sqrt{\frac{\kappa}{2\pi}}\exp\!\Big\{-\frac{\kappa}{2}\big[(x^2+x'^2)\cosh\Omega\epsilon-2xx'\big]\Big\},
\quad \kappa=\frac{\mu\Omega}{\sinh\Omega\epsilon}.
\]
The terms in $xx'$ and the prefactors agree if $\kappa=1/\epsilon$. The squares then require
\begin{equation}
\cosh\Omega\epsilon=1+\frac{\epsilon^2}{2}.
\label{eq:Omega}
\end{equation}
The discretized trap is thus an oscillator of shifted frequency. In the plane its levels $(n+1)\Omega$ are $(n+1)$-fold degenerate, so with $q=e^{-M\Omega\epsilon}$
\begin{equation}
Z_1(q)=\sum_{n\ge0}(n+1)q^{n+1}=\frac{q}{(1-q)^2}=\frac{1}{2(\cosh M\Omega\epsilon-1)}.
\label{eq:Z1}
\end{equation}
For two particles the exchange term joins both paths into one of $2M$ links, which replaces $q$ by $q^2$:
\begin{equation}
Z_{F,B}=\tfrac12\big[Z_1(q)^2\mp Z_1(q^2)\big].
\label{eq:ZFB}
\end{equation}
For $M=2$, $\epsilon=1$ and $\cosh\Omega=3/2$. Doubling the argument twice gives $\cosh2\Omega=7/2$ and $\cosh4\Omega=47/2$, so $Z_1(q)=1/5$ and $Z_1(q^2)=1/45$. Then $Z_F=\frac12(\frac1{25}-\frac1{45})=0.00889$, and $Z_F/Z_B=2/7=0.286$.

\paragraph{Sign and time-step error.} The centre-of-mass factor cancels in $\langle s\rangle$. By \eqref{eq:sinh}, what remains is the relative kernel
\[
K(\mathbf r,\mathbf r')=\frac{1}{4\pi\epsilon}\,e^{-\left(\frac1{4\epsilon}+\frac{\epsilon}{8}\right)(r^2+r'^2)}\sinh\frac{\mathbf r\cdot\mathbf r'}{2\epsilon},
\]
and $\langle s\rangle=\mathrm{Tr}\,K^M/\mathrm{Tr}\,|K|^M$, where $|K|$ is the kernel with elements $|K(\mathbf r,\mathbf r')|$. Both traces were evaluated by expanding in angular momentum and using Gauss--Legendre quadrature in the distance and the angle. The energy $E=-\partial\ln Z_F/\partial\beta$ at fixed $M$ follows from \eqref{eq:ZFB} by numerical differentiation.

\begin{center}
\begin{tabular}{rccc}
$M$ & $\langle s\rangle$ & $Z_F/Z_B$ & $E/\hbar\omega$\\
\hline
2 & 1.000 & 0.286 & 3.067\\
3 & 0.964 & 0.275 & 3.232\\
4 & 0.915 & 0.271 & 3.297\\
8 & 0.786 & 0.267 & 3.364\\
16 & 0.681 & 0.266 & 3.382
\end{tabular}
\end{center}

The continuum energy, from the sum over two-fermion states, is $3.388\,\hbar\omega$. Relative to it, the sign-free choice $M=2$ is too low by $9.5\%$, $M=3$ by $4.6\%$ and $M=16$ by $0.2\%$. At $M=3$ negative paths carry $(1-0.964)/2=1.8\%$ of $\int|W|$, below the long-step value of $4.9\%$. The $25\%$ for independent directions is an unweighted count; counted over the boson paths of the same trap, about $16\%$ of the three-link paths have a negative determinant product.

The average sign falls as links are added. For two particles the ratio of determinant to permanent on a link has magnitude $|\tanh(\alpha\,\mathbf r\cdot\mathbf r'/2)|$, which tends to 1 as $\epsilon\to0$ at fixed $\mathbf r\cdot\mathbf r'\ne0$. One permutation then dominates the link and little cancellation is left inside the determinant. This observation alone does not fix the limit. It holds equally on the line, where $\langle s\rangle=1$ for every $M$ by (b) although $Z_F/Z_B<1$: cancellation survives on links with $\alpha|\mathbf r\cdot\mathbf r'|\lesssim1$, and the observation says nothing about how much these links contribute. Whether $\langle s\rangle$ in the plane approaches the lower bound in \eqref{eq:bound} for many links is not settled here: at $M=16$ the value $0.68$ is still far above $0.27$. In this model, fewer links give a better sign and a larger time-step error.
